# Lehmann Representation of the Retarded Density Response: Poles and Residues, part 1

(Sections cited here and not found follow in the second part.)

## From a weak potential to the Lehmann sum

Suppose that the excitation energies of a molecule are wanted. One route is to compute its excited states one after another and subtract the ground-state energy from each. Another is to compute only how the ground-state density responds to a weak oscillating potential, and to search for the frequencies at which that response becomes very large. Time-dependent density functional theory takes the second route, because the density is the quantity it gives access to. The choice between the routes depends on three questions. Does a divergence of the response occur at a true excitation energy? Does every excitation produce one? What does the strength of the divergence say about the excited state? The Lehmann representation answers all three.

### The system and the perturbation

Let $H$ be the time-independent Hamiltonian of $N$ interacting electrons, with orthonormal eigenstates

$$H|n\rangle=E_n|n\rangle,\qquad \Delta_n=E_n-E_0 . \tag{1}$$

The ground state $|0\rangle$ is assumed to be nondegenerate, so $\Delta_n>0$ for every $n\neq0$. The spectrum is assumed to be discrete and the eigenstates complete. A real molecule also has a continuum of states above its ionization threshold. Enclosing it in a large box makes that part discrete as well, and the sums below then apply.

The operator for the electron density at the point $\mathbf r$ is $\hat n(\mathbf r)=\sum_{k=1}^N\delta(\mathbf r-\mathbf r_k)$. Let a weak potential energy $\delta v(\mathbf r,t)$ act on each electron. The total perturbation is

$$\hat V(t)=\sum_{k=1}^N\delta v(\mathbf r_k,t)=\int d\mathbf r\,\hat n(\mathbf r)\,\delta v(\mathbf r,t), \tag{2}$$

where the second form follows because each delta function picks out the position of one electron. The potential vanishes in the far past, when the system is in its ground state.

### The state to first order

The full state obeys $i\hbar\,\partial_t|\psi(t)\rangle=[H+\hat V(t)]|\psi(t)\rangle$. The motion due to $H$ alone is already known, so it is split off by writing

$$|\psi(t)\rangle=e^{-iHt/\hbar}|\phi(t)\rangle . \tag{3}$$

Differentiating the right-hand side gives

$$i\hbar\,\partial_t|\psi\rangle=He^{-iHt/\hbar}|\phi\rangle+e^{-iHt/\hbar}\,i\hbar\,\partial_t|\phi\rangle .$$

The first term equals $H|\psi\rangle$ and cancels the same term in the Schrödinger equation. Multiplying what remains by $e^{iHt/\hbar}$ from the left gives

$$i\hbar\,\partial_t|\phi(t)\rangle=\hat V_I(t)|\phi(t)\rangle,\qquad \hat V_I(t)=e^{iHt/\hbar}\hat V(t)e^{-iHt/\hbar}. \tag{4}$$

This is the interaction picture. Without a perturbation $|\phi\rangle$ stands still, so its value in the far past is $|0\rangle$. Integrating equation (4) from the far past to $t$ yields

$$|\phi(t)\rangle=|0\rangle-\frac{i}{\hbar}\int_{-\infty}^{t}dt'\,\hat V_I(t')|\phi(t')\rangle . \tag{5}$$

The unknown state also appears under the integral. There it is already multiplied by one power of the perturbation, so replacing it by $|0\rangle$ causes an error of second order:

$$|\phi(t)\rangle=|0\rangle-\frac{i}{\hbar}\int_{-\infty}^{t}dt'\,\hat V_I(t')|0\rangle+O(\delta v^2). \tag{6}$$

The upper limit $t$ deserves notice. The state at time $t$ depends on the potential at earlier times and not on its later values.

### The density to first order

Define $\hat n(\mathbf r,t)=e^{iHt/\hbar}\hat n(\mathbf r)e^{-iHt/\hbar}$. By equation (3) the density at time $t$ is

$$n(\mathbf r,t)=\langle\psi(t)|\hat n(\mathbf r)|\psi(t)\rangle=\langle\phi(t)|\hat n(\mathbf r,t)|\phi(t)\rangle . \tag{7}$$

The bra that belongs to equation (6) has $+i/\hbar$ in place of $-i/\hbar$, because Hermitian conjugation changes the sign of $i$ and leaves the Hermitian operator $\hat V_I$ as it is. Inserting the ket and the bra gives a term without $\delta v$, two linear terms and a remainder of second order.

The term without $\delta v$ is $\langle0|\hat n(\mathbf r,t)|0\rangle$. The two exponentials acting on $|0\rangle$ give phases that cancel, so this is the constant ground-state density $n_0(\mathbf r)$. The linear terms form the density change:

$$\delta n(\mathbf r,t)=\frac{i}{\hbar}\int_{-\infty}^{t}dt'\,\langle0|\hat V_I(t')\hat n(\mathbf r,t)|0\rangle-\frac{i}{\hbar}\int_{-\infty}^{t}dt'\,\langle0|\hat n(\mathbf r,t)\hat V_I(t')|0\rangle .$$

Together they contain the commutator $[A,B]=AB-BA$:

$$\delta n(\mathbf r,t)=-\frac{i}{\hbar}\int_{-\infty}^{t}dt'\,\langle0|[\hat n(\mathbf r,t),\hat V_I(t')]|0\rangle . \tag{8}$$

Equation (2) gives $\hat V_I(t')=\int d\mathbf r'\,\hat n(\mathbf r',t')\,\delta v(\mathbf r',t')$, since $\delta v$ is an ordinary function and passes through the exponentials. The upper limit of the time integral can be expressed by the step function $\theta(t-t')$, which is 1 for $t>t'$ and 0 for $t<t'$. Then

$$\delta n(\mathbf r,t)=\int_{-\infty}^{\infty}dt'\int d\mathbf r'\,\chi(\mathbf r,\mathbf r',t-t')\,\delta v(\mathbf r',t'), \tag{9}$$

$$\chi(\mathbf r,\mathbf r',\tau)=-\frac{i}{\hbar}\,\theta(\tau)\,\langle0|[\hat n(\mathbf r,\tau),\hat n(\mathbf r',0)]|0\rangle . \tag{10}$$

That the response depends on $\tau=t-t'$ alone is seen from one product in the commutator:

$$\langle0|e^{iHt/\hbar}\hat n(\mathbf r)e^{-iH(t-t')/\hbar}\hat n(\mathbf r')e^{-iHt'/\hbar}|0\rangle=e^{iE_0(t-t')/\hbar}\langle0|\hat n(\mathbf r)e^{-iH(t-t')/\hbar}\hat n(\mathbf r')|0\rangle .$$

The other product behaves in the same way. The function $\chi$ is called retarded because $\theta(\tau)$ makes the response follow its cause.

Equation (10) has a direct physical reading. Let the potential be a sudden kick at time zero, concentrated at $\mathbf r'$: $\delta v(\mathbf r'',t)=\kappa\,\delta(\mathbf r''-\mathbf r')\,\delta(t)$. Equation (9) then gives $\delta n(\mathbf r,t)=\kappa\,\chi(\mathbf r,\mathbf r',t)$. The response function is the density change that follows a kick, per unit of kick strength. It is therefore real. This agrees with equation (10): the commutator of two Hermitian operators changes sign under Hermitian conjugation, so its expectation value is imaginary, and the factor $-i/\hbar$ makes the result real.

### Inserting the excited states

The amplitude that connects the ground state to state $n$ through the density operator is the transition density

$$\rho_n(\mathbf r)=\langle0|\hat n(\mathbf r)|n\rangle,\qquad \rho_n^*(\mathbf r)=\langle n|\hat n(\mathbf r)|0\rangle . \tag{11}$$

The second relation holds because $\hat n(\mathbf r)$ is Hermitian. Completeness, $\sum_n|n\rangle\langle n|=1$, is now used between the two density operators. In the first product of the commutator,

$$\langle0|\hat n(\mathbf r,\tau)\hat n(\mathbf r',0)|0\rangle=\sum_n e^{iE_0\tau/\hbar}\langle0|\hat n(\mathbf r)|n\rangle e^{-iE_n\tau/\hbar}\langle n|\hat n(\mathbf r')|0\rangle=\sum_n\rho_n(\mathbf r)\rho_n^*(\mathbf r')e^{-i\Delta_n\tau/\hbar}. \tag{12}$$

In the second product the operators stand in the opposite order. The state $|n\rangle$ now meets the exponential with the positive sign, and the ground state the one with the negative sign:

$$\langle0|\hat n(\mathbf r',0)\hat n(\mathbf r,\tau)|0\rangle=\sum_n\rho_n(\mathbf r')\rho_n^*(\mathbf r)e^{+i\Delta_n\tau/\hbar}. \tag{13}$$

This is the complex conjugate of equation (12). The term $n=0$ has $\Delta_0=0$ and $\rho_0=n_0$. It contributes $n_0(\mathbf r)n_0(\mathbf r')$ to both products and cancels in their difference. Hence

$$\chi(\mathbf r,\mathbf r',\tau)=-\frac{i}{\hbar}\theta(\tau)\sum_{n\neq0}\left[\rho_n(\mathbf r)\rho_n^*(\mathbf r')e^{-i\Delta_n\tau/\hbar}-\rho_n^*(\mathbf r)\rho_n(\mathbf r')e^{+i\Delta_n\tau/\hbar}\right]. \tag{14}$$

After a kick, the density oscillates at the frequencies $\Delta_n/\hbar$. If the transition densities are real, the bracket is $\rho_n(\mathbf r)\rho_n(\mathbf r')(e^{-ix}-e^{ix})$ with $x=\Delta_n\tau/\hbar$. Since $e^{-ix}-e^{ix}=-2i\sin x$, and $(-i)(-2i)=-2$,

$$\chi(\mathbf r,\mathbf r',\tau)=-\frac{2}{\hbar}\theta(\tau)\sum_{n\neq0}\rho_n(\mathbf r)\rho_n(\mathbf r')\sin\frac{\Delta_n\tau}{\hbar}. \tag{15}$$

The response starts from zero. A kick multiplies the wave function by a position-dependent phase, which changes the velocities of the electrons but not yet their density. The density changes as the electrons move.

### From time to frequency

Each term of equation (14) oscillates for ever, so an ordinary Fourier integral over $\tau$ does not converge. The remedy is to consider a potential that grows slowly from zero while it oscillates:

$$\delta v(\mathbf r,t)=\lambda(\mathbf r)\,e^{\eta t/\hbar}\cos\omega t=\lambda(\mathbf r)\,\mathrm{Re}\,e^{-izt/\hbar},\qquad z=\hbar\omega+i\eta . \tag{16}$$

Here $\lambda$ is real and $\eta$ is a small positive energy. The last form is correct because $-i(i\eta)t/\hbar=+\eta t/\hbar$. This potential vanishes in the far past, as the derivation requires. Insert it in equation (9) and set $t'=t-\tau$. Since $\chi(\tau)$ and $\lambda$ are real, the real part can be taken at the end:

$$\delta n(\mathbf r,t)=\mathrm{Re}\left[e^{-izt/\hbar}\int d\mathbf r'\,\chi(\mathbf r,\mathbf r';z)\lambda(\mathbf r')\right],\quad \chi(\mathbf r,\mathbf r';z)=\int_0^\infty d\tau\,e^{iz\tau/\hbar}\chi(\mathbf r,\mathbf r',\tau). \tag{17}$$

The integrand now contains the decaying factor $e^{-\eta\tau/\hbar}$, and the integral converges. For the first exponential in equation (14),

$$-\frac{i}{\hbar}\int_0^\infty d\tau\,e^{i(z-\Delta_n)\tau/\hbar}=-\frac{i}{\hbar}\,\frac{0-1}{i(z-\Delta_n)/\hbar}=\frac{1}{z-\Delta_n}. \tag{18}$$

The zero is the value at the upper limit. The second exponential has $+\Delta_n$ in place of $-\Delta_n$ and an additional minus sign, so it gives $-1/(z+\Delta_n)$. Adding the terms produces

$$\chi(\mathbf r,\mathbf r';z)=\sum_{n\neq0}\left[\frac{\rho_n(\mathbf r)\rho_n^*(\mathbf r')}{z-\Delta_n}-\frac{\rho_n^*(\mathbf r)\rho_n(\mathbf r')}{z+\Delta_n}\right]. \tag{19}$$

With $z=\hbar\omega+i\eta$ and the limit $\eta\to0^+$ this is the Lehmann representation of the retarded response function:

$$\chi(\mathbf r,\mathbf r',\omega)=\lim_{\eta\to0^+}\sum_{n\neq0}\left[\frac{\rho_n(\mathbf r)\rho_n^*(\mathbf r')}{\hbar\omega-\Delta_n+i\eta}-\frac{\rho_n^*(\mathbf r)\rho_n(\mathbf r')}{\hbar\omega+\Delta_n+i\eta}\right]. \tag{20}$$

Both denominators contain $+i\eta$, because both terms come from the same integral over positive $\tau$.

If $H$ is real, as it is without magnetic fields and spin-orbit coupling, its eigenfunctions can be chosen real, and so are the transition densities. The two fractions then share a numerator and combine through $1/(z-\Delta)-1/(z+\Delta)=2\Delta/(z^2-\Delta^2)$:

$$\chi(\mathbf r,\mathbf r';z)=\sum_{n\neq0}\frac{2\Delta_n\,\rho_n(\mathbf r)\rho_n(\mathbf r')}{z^2-\Delta_n^2}. \tag{21}$$

In this form the response is visibly symmetric: a potential at $\mathbf r'$ affects the density at $\mathbf r$ as a potential at $\mathbf r$ affects the density at $\mathbf r'$.

## Reading the poles and residues

The first half considered a system with Hamiltonian $H$, nondegenerate ground state $|0\rangle$, excitation energies $\Delta_n=E_n-E_0$ and transition densities $\rho_n(\mathbf r)=\langle0|\hat n(\mathbf r)|n\rangle$. Its density response to a weak potential is $\chi(\mathbf r,\mathbf r';z)$, where $z=\hbar\omega+i\eta$ combines the drive energy with a small growth rate. Equation (19) gives $\chi$ as a sum over excited states, equation (21) is its form for real eigenfunctions, and equation (14) is the same response in time.

### Which excitations appear

Equation (19) was derived for $\eta>0$, but its right-hand side is defined for every complex $z$ except at the points $z=\pm\Delta_n$. Choose one excitation energy $\Delta$ and multiply by $z-\Delta$. As $z\to\Delta$, every term whose denominator stays finite vanishes. What survives is the residue

$$R(\mathbf r,\mathbf r')=\lim_{z\to\Delta}(z-\Delta)\,\chi(\mathbf r,\mathbf r';z)=\sum_{n:\,\Delta_n=\Delta}\rho_n(\mathbf r)\rho_n^*(\mathbf r'). \tag{22}$$

For a nondegenerate level this is a single product of transition densities. At $z=-\Delta$ the second fraction gives $-R^*(\mathbf r,\mathbf r')$ in the same way. As a function of $\hbar\omega$ at fixed $\eta$, the poles lie at $\pm\Delta-i\eta$, just below the real axis. If $\omega$ is used as the variable instead of $\hbar\omega$, the residues are divided by $\hbar$.

An excitation can be absent. Setting $\mathbf r'=\mathbf r$ in equation (22) gives $\sum|\rho_n(\mathbf r)|^2$, which vanishes everywhere only if each transition density of the level vanishes. A level therefore produces a pole if and only if at least one of its states has a nonzero transition density. Levels without a pole are called dark.

For a degenerate level, the separate products have no meaning of their own. Another orthonormal basis of the level, $|m'\rangle=\sum_nU_{nm}|n\rangle$ with $U$ unitary, changes the individual $\rho_n$ but leaves the sum in equation (22) unchanged, because $\sum_mU_{nm}U_{km}^*=\delta_{nk}$. Even for a single state, the residue determines $\rho_n$ only up to a constant phase, which cancels in the product.

The position of the poles expresses causality. For a finite number of terms, the inverse transform is

$$\chi(\tau)\,e^{-\eta\tau/\hbar}=\frac{1}{2\pi}\int_{-\infty}^{\infty}d\omega\,e^{-i\omega\tau}\chi(\hbar\omega+i\eta). \tag{23}$$

For $\tau<0$ the exponential decays in the upper half of the complex $\omega$ plane. The path can be closed there by a large arc, which contributes nothing because $\chi$ tends to zero. It encloses no pole, so there is no response before the kick.

The poles of the density response lie at true excitation energies and their residues are built from transition densities, so a level whose transition densities all vanish is dark. What remains is to examine the static limit, work through a two-site model and other examples, and draw the consequences for density functional calculations.
